# Névot–Croce factors and profile slicing for a layer thinner than its interfaces

**The argument under review**

The author wishes to measure a hafnium layer about 1 nm thick on silicon by X-ray reflectivity. Both interfaces are graded over 1.5 nm. The argument runs as follows. A Névot–Croce factor describes an interface with an error-function profile. The sample has two such interfaces. Two Fresnel coefficients, each multiplied by its factor, therefore give the same reflectivity as cutting the complete density profile into fine slices, and the slower calculation is unnecessary.

The first of these statements is acceptable for a single interface in a suitable range. Does the conclusion follow when the layer is thinner than either interface?

**Conventions**

The specular wave obeys

$$\psi''+[k^2-U(z)]\psi=0,\qquad k=\frac q2=\frac{2\pi}{\lambda}\sin\theta,\qquad U=4\pi r_en_e,$$

where $r_e$ is the classical electron radius and $n_e$ the laterally averaged electron density. The wave $e^{ikz}$ travels into the sample. Absorption is left out at first, so $U$ is real.

Vacuum, layer and substrate have $U_0=0$, $U_1$, $U_2$ and wave numbers $k_j=\sqrt{k^2-U_j}$, with $k_0=k$. The interfaces lie at $z_0=0$ and $z_1=d$, with widths $\sigma_0,\sigma_1$ and jumps $\Delta_0=U_1$, $\Delta_1=U_2-U_1$. The two recipes are:

- NC: $r=\dfrac{r_{01}+r_{12}e^{2ik_1d}}{1+r_{01}r_{12}e^{2ik_1d}}$, with $r_{j,j+1}=\dfrac{k_j-k_{j+1}}{k_j+k_{j+1}}\,e^{-2k_jk_{j+1}\sigma_j^2}$.
- Slicing: the same recursion, without factors, for many thin slices of $U(z)=\sum_j\Delta_j\Phi\big((z-z_j)/\sigma_j\big)$, where $\Phi$ is the normal distribution function and $\varphi=\Phi'$.

**What the argument gets right**

Between neighbouring slices the local wave number $K(z)=\sqrt{k^2-U}$ changes by $dK$, and the Fresnel coefficient is $-dK/2K$. Since $dK=-U'dz/2K$, this equals $U'dz/4K^2$. The round trip to depth $z$ has the phase $2kz+2\int_{-\infty}^z(K-k)\,dz'$. Paths with more reflections have at least three, so they start at third order in $U$. Well above the critical edges we may expand

$$\frac1{4K^2}\simeq\frac1{4k^2}\Big(1+\frac U{k^2}\Big),\qquad K-k\simeq-\frac U{2k},$$

which gives, to second order,

$$r=\frac1{4k^2}\int U'e^{2ikz}\Big[1+\frac U{k^2}-\frac ikW\Big]dz,\qquad W(z)=\int_{-\infty}^zU\,dz'. \tag{1}$$

Here $U'=\sum_i\Delta_ig_i$, where $g_i$ is a normalized Gaussian centred at $z_i$. The leading term is

$$r^{(1)}=\frac1{4k^2}\sum_i\Delta_iP_i,\qquad P_i=e^{2ikz_i-2k^2\sigma_i^2}. \tag{2}$$

NC has the same first-order term, because $k_jk_{j+1}\to k^2$ and $k_1\to k$. This holds for every $d$. Thinness alone therefore does not separate the recipes at first order, and the disagreement must be sought in the next one.

**The second order of the sliced profile**

Completing the square gives

$$-\frac{(z-z_i)^2}{2\sigma_i^2}+2ikz=-\frac{(z-z_i-2ik\sigma_i^2)^2}{2\sigma_i^2}+2ikz_i-2k^2\sigma_i^2 .$$

The functions multiplying the Gaussian are analytic, so the integration path can be shifted by $2ik\sigma_i^2$. What remains is a Gaussian average of $\Phi$ with a displaced argument. Define

$$a_{ij}=z_i-z_j+2ik\sigma_i^2,\qquad s_{ij}^2=\sigma_i^2+\sigma_j^2 .$$

Averaging one error-function step over another Gaussian adds the variances, so $U$ contributes $\Phi(a/s)$. $W$ contributes the integral of this function,

$$\int_{-\infty}^a\Phi(t/s)\,dt=a\Phi(a/s)+s\varphi(a/s),$$

as differentiation confirms, since $\varphi'(x)=-x\varphi(x)$. Hence

$$r^{(2)}=\frac1{4k^2}\sum_{ij}\Delta_i\Delta_jP_i\Big[\frac{\Phi(a/s)}{k^2}-\frac ik\big(a\Phi(a/s)+s\varphi(a/s)\big)\Big]. \tag{3}$$

**The second order of NC**

Let $S_j=U_j+U_{j+1}$. With $k_j\simeq k-U_j/2k$,

$$\frac{k_j-k_{j+1}}{k_j+k_{j+1}}=\frac{\Delta_j}{(k_j+k_{j+1})^2}\simeq\frac{\Delta_j}{4k^2}\Big(1+\frac{S_j}{2k^2}\Big),$$

$$e^{-2k_jk_{j+1}\sigma_j^2}\simeq e^{-2k^2\sigma_j^2}(1+S_j\sigma_j^2),\qquad e^{2ik_1d}\simeq e^{2ikd}\Big(1-\frac{iU_1d}k\Big).$$

The product $r_{01}r_{12}$ in the denominator of NC matters only from third order. Therefore

$$r^{(2)}_{\rm NC}=\frac1{4k^2}\sum_j\Delta_jP_j\Big[S_j\Big(\frac1{2k^2}+\sigma_j^2\Big)-\frac ikU_1z_j\Big]. \tag{4}$$

This is (3) with $\varphi$ replaced by zero and $\Phi$ replaced by $\tfrac12$ for $i=j$, by 1 when interface $i$ lies below $j$, and by 0 when it lies above. For $i=j$ the bracket becomes $1/2k^2-(i/k)(ik\sigma_i^2)=1/2k^2+\sigma_i^2$. For $i=1,j=0$ it becomes $1/k^2+2\sigma_1^2-id/k$. Since $S_0=\Delta_0$ and $S_1=2\Delta_0+\Delta_1$, these pieces add up to (4).

In physical terms, NC lets each interface see the other one as fully completed or not yet begun. In a layer thinner than its interfaces neither is true.

**What is missing, and when it matters**

For $i=j$ the argument $a/s=i\sqrt2\,k\sigma$ is imaginary, so $\Phi-\tfrac12=\tfrac i2\,\mathrm{erfi}(k\sigma)$ and $\varphi=e^{k^2\sigma^2}/\sqrt{2\pi}$. The missing bracket is $i\tau$, with

$$\tau=\Big(\frac1{2k^2}+\sigma^2\Big)\mathrm{erfi}(k\sigma)-\frac{\sigma e^{k^2\sigma^2}}{k\sqrt\pi}. \tag{5}$$

This self term is in quadrature with the reflection from its own interface. A lone interface thus acquires a phase error, but no relative intensity error linear in the density.

With two interfaces of equal width, the self terms relative to $r^{(1)}$ are $i\tau(\Delta_0^2+\Delta_1^2e^{2ikd})/(\Delta_0+\Delta_1e^{2ikd})$. Multiplying above and below by the conjugate denominator gives the real part

$$\tau\,\frac{\Delta_0\Delta_1(\Delta_0-\Delta_1)\sin2kd}{|\Delta_0+\Delta_1e^{2ikd}|^2}.$$

Unequal phase errors shift the interference between the two reflections and so change the intensity.

The terms with $i\ne j$ are the overlap. Their size is governed by

$$|\varphi(a/s)|\propto\exp\Big[-\frac{d^2-q^2\sigma_i^4}{2s^2}\Big]. \tag{6}$$

They can be neglected when $d$ is well above both the widths and $q\sigma_i^2$. The second condition tightens as $q$ grows. For unequal widths it can be stricter than necessary, because the factor $P_i$ in (3) also damps the contribution of the broader interface.

For equal widths and $d\to0$, the missing bracket tends to $i\tau-(1/2k^2+\sigma^2)$ for $i=1,j=0$ and to $i\tau+(1/2k^2+\sigma^2)$ for $i=0,j=1$. Both carry the same weight $\Delta_0\Delta_1$, so the real parts cancel and the pair contributes $2i\tau\Delta_0\Delta_1$. The weighted sum of all missing brackets is then $i\tau(\Delta_0+\Delta_1)^2=i\tau U_2^2$, which is that of the bare substrate. For a dense film $\Delta_0\Delta_1<0$, so in this limit the overlap opposes the self terms. A thinner layer is therefore not automatically a worse case for NC at this order.

**The author's sample in numbers**

Rough bulk mass densities of 13.3 and 2.33 g/cm³ give 3231 and 699 electrons per nm³, or $U_1=0.1144$ and $U_2=0.0248$ nm⁻². With $d=1$ nm and both widths 1.5 nm, the summed profile peaks at only 0.356 of the hafnium density. NC nevertheless uses the full $U_1$ in $k_1$.

At $q=0.8$ nm⁻¹, relative to the first-order amplitude, the self terms are $-0.240+0.096i$ and the overlap is $+0.107-0.031i$. Their sum is $-0.133+0.065i$. The sliced intensity should thus be lower than the NC one by a factor of about $1-2(0.133)=0.73$. The full calculations give $5.78\times10^{-3}$ and $7.89\times10^{-3}$, whose ratio is also 0.73. The agreement is closer than the expansion can promise, since $U_1/k^2=0.72$ is not small. The full amplitude ratio, sliced to NC, is $0.853+0.071i$, against $0.867+0.065i$ from the formula; in the intensity, the squared terms left out of the linear estimate offset most of this difference. A cleaner test scales both densities by $\pm0.02$ and keeps the part of the numerical amplitude difference that is even in density. At $q=0.8$, 1.4 and 2.0 nm⁻¹ it agrees with the formula to within 1 %.

The full intensity ratios, NC to sliced, are:

| $q$ (nm⁻¹) | layer | lone Hf surface |
|---:|---:|---:|
| 0.4 | 1.25 | 1.00 |
| 0.8 | 1.37 | 0.99 |
| 1.2 | 1.32 | 0.96 |
| 1.6 | 1.22 | 0.93 |
| 2.0 | 1.04 | 0.84 |

At 2.0 nm⁻¹ the real parts of self and overlap terms, $-0.294$ and $+0.296$, nearly cancel. The small discrepancy there is a crossing, not a return to equivalence. The lone surface behaves differently. At 0.4 nm⁻¹ both recipes give total reflection, so the agreement there is no test. At 0.8 nm⁻¹ NC is good, and it deteriorates as $k\sigma$ grows. Thinness is therefore not the sole cause of error.

Would the author notice? I fitted NC to the noise-free sliced curve from 0.3 to 2.0 nm⁻¹, with equal weight on $\log_{10}R$, densities held at their true values, and thickness and one common width free. The fit returns $d=0.83$ nm and a width of 1.48 nm. The rms misfit is 0.004 decades, about 1 % in intensity, while the thickness is 17 % too small. A good fit does not establish the equivalence. The same fit applied to data generated by NC recovers both inputs to within 0.002 nm.

The size of this bias depends on the common-width constraint. With both widths free, the fit to the sliced curve has two almost equally good solutions: $d=0.89$ nm with upper and lower widths of 1.63 and 1.42 nm, and $d=0.76$ nm with 1.43 and 1.62 nm. Their rms misfits are 0.0024 and 0.0025 decades. Both thicknesses are too small, and the data hardly separate the widths. Even on NC's own data the search stops at widths of 1.505 and 1.495 nm with a misfit of only $2.5\times10^{-6}$ decades. The condition number at the true values is about 1070, so the separate widths are poorly determined.

**A layer of zero thickness**

A second objection needs no expansion. Let $d=0$ with equal widths. The terms in $U_1$ cancel from the summed profile, and only the substrate step remains. For sharp interfaces the recursion respects this. After multiplication by $(k+k_1)(k_1+k_2)$, the numerator and denominator of $(r_{01}+r_{12})/(1+r_{01}r_{12})$ are

$$(k-k_1)(k_1+k_2)+(k_1-k_2)(k+k_1)=2k_1(k-k_2),$$

$$(k+k_1)(k_1+k_2)+(k-k_1)(k_1-k_2)=2k_1(k+k_2).$$

The ratio is the bare-substrate coefficient, and $k_1$ has dropped out. The factors $e^{-2kk_1\sigma^2}$ and $e^{-2k_1k_2\sigma^2}$ spoil this cancellation.

By the limit found above, the leftover begins at third order, so it is weak when $U_1\sigma^2\ll1$. For widths of 4 nm, $U_1\sigma^2=1.8$. At $q=0.4$ nm⁻¹ NC then assigns $R=0.132$ to silicon carrying no hafnium at all. Bare silicon with the same width has 0.0115 by NC and 0.0121 by slicing.

**More light out than in**

Between the critical edges of substrate and layer, $U_2<k^2<U_1$, we have $k_1=i\kappa$ with $\kappa=\sqrt{U_1-k^2}$. Then

$$r_{01}=e^{-2iA_0},\qquad A_0=\arctan\frac\kappa k+k\kappa\sigma_0^2,$$

$$r_{12}=-e^{-2iA_2},\qquad A_2=\arctan\frac\kappa{k_2}+\kappa k_2\sigma_1^2 .$$

The roughness factors have become pure phases. Put $b=r_{12}e^{-2\kappa d}$. Because $|r_{01}|=1$,

$$|1+r_{01}b|^2-|r_{01}+b|^2=2\,\mathrm{Re}(r_{01}b)-2\,\mathrm{Re}(r_{01}^*b)=-4\,\mathrm{Im}\,r_{01}\,\mathrm{Im}\,b .$$

With $\mathrm{Im}\,r_{01}=-\sin2A_0$ and $\mathrm{Im}\,b=e^{-2\kappa d}\sin2A_2$,

$$1-R=\frac{4e^{-2\kappa d}\sin2A_0\sin2A_2}{|1-e^{-2\kappa d}e^{-2i(A_0+A_2)}|^2}. \tag{7}$$

For a real potential, flux conservation requires $1-R\ge0$. Sharp interfaces satisfy this, since both angles lie between 0 and $\pi/2$. Just above the substrate edge, $k_2\to0$ and $A_2\simeq\pi/2+k_2(\kappa\sigma_1^2-1/\kappa)$. If $\kappa\sigma_1>1$ while $A_0<\pi/2$, NC returns $R>1$.

Suppose interdiffusion broadens the lower interface of the 1 nm layer to 4 nm, with the upper width kept at 1.5 nm. At $q=0.383$ nm⁻¹ one has $\kappa=0.279$ nm⁻¹, $\kappa\sigma_1=1.12$, $A_0=1.089$ and $A_2=1.685$. The numerator of (7) is $4(0.572)(0.821)(-0.226)=-0.425$ and the denominator is 0.479. Thus $1-R=-0.89$ and $R=1.89$. Slicing the summed profile gives 0.42.

**Which profile is to be sliced?**

This last example exposes a further gap. Far on the vacuum side the tail of the broader lower interface exceeds that of the upper one, and its jump is negative. The summed profile falls to $-333$ electrons per nm³. Without absorption, slicing it conserves flux, but it does not describe a material.

If the two interface heights fluctuate independently, a point is inside the layer with probability $\Phi_0(1-\Phi_1)$ and inside the substrate with probability $\Phi_0\Phi_1$. Here everything above the upper interface counts as vacuum, even where the lower interface would lie higher. The resulting density cannot be negative. The layer content is the mean positive separation of the interfaces,

$$\int\Phi_0(1-\Phi_1)\,dz=d\,\Phi(d/s)+s\,\varphi(d/s),\qquad s^2=\sigma_0^2+\sigma_1^2 .$$

Here it is 2.25 nm, not the nominal 1 nm, and $R$ at the same angle is 0.49. This profile describes fluctuating interface heights. It does not describe interdiffusion of a fixed 1 nm deposit, which would conserve the hafnium content. A reported thickness must therefore state the profile to which it belongs.

The choice also matters for the original sample, whose summed profile is nowhere negative. With $d=1$ nm and both widths 1.5 nm, the fluctuating-height profile reflects 3.9 times as much as the summed one at $q=1.6$ nm⁻¹. If $d$ is reduced to 0.29 nm, so that both profiles contain the same amount of hafnium, the factor is still 2.4.

**Bearing on a real film**

The model is a hafnium film in vacuum, measured with radiation of 0.154 nm. In air hafnium oxidizes, and with silicon it can form silicides; neither layer is included. Widths of 1.5 nm are large for a carefully deposited film, and 4 nm stands for strong intermixing.

Rough dispersion and absorption corrections ($f'=-6$, $f''=5$ electrons for Hf; 0.25 and 0.33 for Si) lower the sliced reflectivity at $q=1.6$ nm⁻¹ by about 22 %. They change the ratio of NC to slicing there only from 1.22 to 1.19. With these corrections in both calculations, the common-width fit described above returns $d=0.855$ nm, so the thickness is still about 15 % too small. For the layer with the 4 nm lower interface, the largest NC reflectivity between the critical edges used above falls from 1.89 to 1.14, still above one. An angular spread of 0.005° rms changes $R$ at 1.6 nm⁻¹ by 0.2 %.

Besides the choice of profile, lateral averaging is a delicate assumption. If the 1.5 nm widths came from long-range roughness shared by both interfaces, the specular reflectivity at 1.6 nm⁻¹ would be 0.68 of the sliced value. That is a larger change than the one from slicing to NC at the same $q$, and slicing does not cure it.

**Recommendation**

The claim of equivalence should be restricted to first order in density. For this sample the analysis should slice a stated, non-negative profile. NC may be kept for layers with $d$ well above both $\sigma$ and $q\sigma^2$, provided that $k\sigma$ is also small enough for the self terms to be harmless; a comparison with slicing at the fitted parameters will show whether it is. The numerical output lists most of the values used here.

## Table of computed values

```
wavelength 0.154 nm; mass density Hf 13.3, Si 2.33 g/cm3
electron density Hf 3231, Si 699 per nm3
U Hf 0.1144, U Si 0.0248 nm^-2
critical q: Hf 0.676, Si 0.315 nm^-1
case A: d 1.0 nm, both widths 1.5 nm
slicing vs wave equation, largest relative shift of r 1.5e-05
missing second-order part / first-order amplitude, case A:
  q 0.8 nm^-1: self -0.240+0.096j, overlap +0.107-0.031j, sum -0.133+0.065j
  q 1.4 nm^-1: self -0.267+0.095j, overlap +0.161-0.023j, sum -0.106+0.072j
  q 2.0 nm^-1: self -0.294+0.136j, overlap +0.296-0.023j, sum +0.003+0.113j
lone Hf surface, q 2.0 nm^-1: missing/first order -0.0000+0.5238i
overlap/self at q 1.4 nm^-1: d 1.0 nm 0.573, d 12.0 nm 9.3e-10
q (1/nm), angle (deg), R NC, R sliced, NC/sliced, same for lone Hf
  0.4  0.281  1.568e-01  1.250e-01  1.254  1.000
  0.8  0.562  7.893e-03  5.781e-03  1.365  0.989
  1.2  0.843  4.965e-04  3.768e-04  1.318  0.964
  1.6  1.124  1.970e-05  1.617e-05  1.219  0.925
  2.0  1.404  4.279e-07  4.109e-07  1.041  0.839
step 0.02 -> 0.01 nm: largest relative shift of R 9.1e-05
case A: peak of summed profile 0.356 of the Hf density
NC fit to sliced curve, q 0.3 to 2.0 nm^-1: d 0.832, common width 1.483 nm
rms misfit of that fit 0.0040 decades; thickness bias -16.8 %
both widths free, NC data: ends at d 1.003, widths 1.505, 1.495 nm
  its rms misfit 2.5e-06 decades; condition number at true values 1069.6
zero-thickness Hf, widths 4.0 nm, q 0.4 nm^-1: R NC 0.1324
  bare Si: R NC 0.0115, R sliced 0.0121
case B: d 1.0 nm, widths 1.5 and 4.0 nm
  largest R NC 1.885 at q 0.383 nm^-1, angle 0.269 deg
  there: kappa 0.279 nm^-1, kappa*s1 1.115, A0 1.089, A2 1.685 rad
  R sliced (summed profile) there 0.4230
  lowest electron density of summed profile -333 per nm3
  non-negative profile: R sliced there 0.4861, Hf content 2.251 nm
rough f', f'': Hf (-6.0, 5.0), Si (0.25, 0.33) electrons
with them, q 1.6 nm^-1: R sliced changes -21.5 %, NC/sliced 1.187
with them, case B: largest R NC 1.136
angular spread 0.005 deg rms, q 1.6 nm^-1: R changes +0.18 %
long-range conformal roughness instead of grading, q 1.6 nm^-1: R/R sliced 0.683
```
